# Dynamical Charge of a Rice-Mele Chain from Discretised Berry Phases

## Charge carried by a moving ion

When the ions of a polar insulator vibrate, electrons move with them. The field of the long-wavelength vibration, which can scatter carriers in a neighbouring channel, is set by the dipole per unit displacement. That ratio is the dynamical charge. It differs from the charge found by counting electrons on a site, because a displacement also alters the bonds and drives charge between sites.

In a periodic crystal the dipole of a cell depends on where the cell is cut. A Berry phase replaces it, but a computed phase is known only modulo $2\pi$. A finite difference must therefore handle a branch jump as well as errors from the displacement, the k mesh and rounding.

## Model and sign convention

A chain of period $a$ has a cation A at $x_A=u$ and an anion B at $x_B=a/2$, with site energies $+\Delta$ and $-\Delta$. The bonds to the right and left of A have lengths $a/2-u$ and $a/2+u$ and hoppings $-t_1$ and $-t_2$, where $t(d)=t_0(a/2d)^2$. To first order

$$t_{1,2}=t_0\pm\alpha u,\qquad \alpha=4t_0/a .$$

Two electrons per cell, one of each spin, fill the lower band. The core charges are $Z_A=2$ and $Z_B=0$ in units of $e$, so the cell is neutral. The position operator is taken as diagonal in the site orbitals, and the macroscopic field is zero.

Site positions are included in the Bloch phases. With $G=2\pi/a$, the lower-band vector then obeys $c_j(k+G)=e^{-iGx_j}c_j(k)$. For $k_s=sq$ and $q=2\pi/(Na)$, define

$$W=\prod_{s=0}^{N-1}\langle c(k_s)|c(k_{s+1})\rangle,\qquad \phi=-\operatorname{Im}\ln W,\qquad \bar x=\frac{a\phi}{2\pi}.$$

The closure relation supplies the last vector. A single orbital at $x_0$ fixes the sign: its vector is constant, closure gives $W=e^{-iGx_0}$, and hence $\bar x=x_0$.

The dipole per cell is $p=e(Z_Ax_A+Z_Bx_B-2\bar x)$. Changing $\phi$ by $2\pi$ changes $p$ by $2ea$ in magnitude, which is the polarisation quantum at fixed core positions. Moving A by $\pm h$ gives

$$Z(h,N)=\frac{p(h)-p(-h)}{2he}=Z_A-\frac{a}{2\pi h}\Delta\phi .$$

## Removing the jump

At $u=0$ the chain is symmetric about B, and the electron centre is at $a/2$. Thus $\phi=\pi$, which is the branch cut of the usual complex argument. Displacements of opposite sign fall on opposite sides of it.

The phase should be taken after forming a ratio:

$$\Delta\phi=-\operatorname{Im}\ln[W(h)W(-h)^*].$$

With the principal logarithm this selects the difference in $[-\pi,\pi)$, and is right if the true change is smaller than $\pi$ in magnitude. Subtracting the nearest multiple of $2\pi$ from the raw difference is equivalent.

Take $a=0.42$ nm, $\Delta=4$ eV, $t_0=1.2$ eV, $N=64$ and $h=1$ pm. The raw phases at $+h$ and $-h$ are $3.139762$ and $-3.139762$. Their difference is too large by $2\pi$, which changes the charge by $-a/h=-420$ and gives $-417.76$. After removal $\Delta\phi=-0.003661$, so

$$Z=2+\frac{0.42\times0.003661}{2\pi\times0.001}=2.2447 .$$

A closed cycle needs more care. Hold the ions fixed and let $t_{1,2}=1.2\pm0.5\cos\lambda$ eV and $\Delta=2\sin\lambda$ eV. This path encloses the gap closing at $t_1=t_2$, $\Delta=0$. Summing ratio phases over 40 steps with $N=100$ gives a transfer of 2 electrons. With $\Delta=4+2\sin\lambda$ eV the closing is not enclosed and the transfer is zero. The end points alone cannot distinguish these cases, since each path returns to its initial Hamiltonian. The small increments must be summed, and a winding found in this way must be kept.

## The small-displacement limit on a finite mesh

For small $u$,

$$H_{AB}=e^{-iku}\left[-2t_0\cos\frac{ka}{2}-2i\alpha u\sin\frac{ka}{2}\right].$$

The prefactor multiplies the A component of the eigenvector by $e^{-iku}$. The second term in brackets is a $\sigma_y$ perturbation of strength $2\alpha u\sin(ka/2)$. Let

$$\varepsilon=\sqrt{\Delta^2+4t_0^2\cos^2(ka/2)},\qquad
\tan\theta=-\frac{2t_0\cos(ka/2)}{\Delta},\qquad
y=\frac{2\sin(ka/2)}{\varepsilon}.$$

At $u=0$ the lower and upper vectors are

$$|-\rangle=(-\sin\tfrac{\theta}{2},\cos\tfrac{\theta}{2}),\qquad
|+\rangle=(\cos\tfrac{\theta}{2},\sin\tfrac{\theta}{2}).$$

Since $\langle+|\sigma_y|-\rangle=-i$ and the energy denominator is $-2\varepsilon$, the perturbation adds $i(\alpha u y/2)|+\rangle$ to $|-\rangle$.

Let a prime mark the far end of a link, and put $\beta=(\theta'-\theta)/2$. Then $\langle-|-'\rangle=\cos\beta$, $\langle+|-'\rangle=-\sin\beta$ and $\langle-|+'\rangle=\sin\beta$. The overlap changes by

$$\delta o=-iqu\sin\frac{\theta}{2}\sin\frac{\theta'}{2}
+\frac{i\alpha u}{2}(y+y')\sin\beta .$$

The first term comes from the moving A orbital, the second from the changed bonds. Taking $-\operatorname{Im}(\delta o/\cos\beta)$ and summing gives

$$Z_N=Z_A-\frac a\pi\sum_s\left[
\frac{q\sin(\theta/2)\sin(\theta'/2)}{\cos\beta}
-\frac{\alpha}{2}(y+y')\tan\beta\right]. \tag{1}$$

The factor $a/\pi$ is $a/2\pi$ times two spins. Equation (1) is the limit $h\to0$ at fixed $N$.

## The continuum value

As $q\to0$, the first term becomes $q\sin^2(\theta/2)$ and the second becomes $-(\alpha/2)y\theta_kq$, where subscripts $k$ denote derivatives. The first integral gives the cation population per spin,

$$n_A=\frac a{2\pi}\int_0^{2\pi/a}\frac12\left(1-\frac{\Delta}{\varepsilon}\right)dk .$$

Differentiating $\tan\theta$ and using $\cos\theta=\Delta/\varepsilon$ gives $\theta_k=\Delta t_0a\sin(ka/2)/\varepsilon^2$. With $v=ka/2$ and symmetry about $v=\pi/2$,

$$Z^*=Z_A-2n_A+\frac{4\alpha a\Delta t_0}{\pi}
\int_0^{\pi/2}\frac{\sin^2v}{\varepsilon^3}\,dv .$$

Set $W_0^2=\Delta^2+4t_0^2$, $m=4t_0^2/W_0^2$ and $D=\sqrt{1-m\sin^2v}$, so that $\varepsilon=W_0D$. Let $K=\int_0^{\pi/2}dv/D$ and $E=\int_0^{\pi/2}D\,dv$. The population integral gives $2n_A=1-2\Delta K/(\pi W_0)$. For the other integral, differentiation shows that

$$\frac{d}{dv}\frac{\sin v\cos v}{D}=\frac Dm-\frac{1-m}{mD^3}.$$

The left side integrates to zero, so $\int_0^{\pi/2} D^{-3}dv=E/(1-m)$. Writing $\sin^2v=(1-D^2)/m$ and using $1-m=\Delta^2/W_0^2$,

$$Z^*=Z_A-1+\frac{2\Delta K}{\pi W_0}
+\frac{\alpha a\Delta}{\pi t_0W_0}
\left[\frac{W_0^2E}{\Delta^2}-K\right]. \tag{2}$$

For the example $n_A=0.0377$. The static part is $2-2n_A=1.9246$, charge flow adds $0.3201$, and $Z^*=2.2447$. Along the shortened bond, electrons shift from the anion towards the approaching cation, opposite to the cation's motion; being negative, they increase the dipole. Along the lengthened bond they shift back from the cation to the other anion, in the same direction, so the cation population does not change to first order in $u$.

An open chain gives the same charge without Berry phases. The displacement derivative of its total dipole, differenced between 40 and 30 cells and divided by 10, is $2.24474$; the end contributions cancel.

## The ionic limit

For $t_0\ll\Delta$, first-order perturbation theory puts amplitude $t_i/(2\Delta)$ on each neighbouring cation. Let $\tau=t_0/(2\Delta)$ and $x=2u/a$. Relative to B, the electron centre moves by

$$-\frac{a\tau^2}{2}\left[(1-x)^{-3}-(1+x)^{-3}\right]
=-\frac{a\tau^2}{2}(6x+20x^3+\cdots).$$

Each cube combines the weight, proportional to $(1\mp x)^{-4}$, with the bond length. Therefore

$$Z(h)\simeq2+12\tau^2+40\tau^2(2h/a)^2 . \tag{3}$$

Here $\tau=0.15$, and the first two terms give $2.27$, close to $2.2447$.

## Mesh and displacement errors

Reversing a link conjugates its overlap, so its phase is odd in $q$ about the link's midpoint. It has the form $qf_1+q^3f_3+\cdots$. On a uniform periodic mesh, a sum of a smooth function times $q$ approaches its integral faster than any power of $q$. The leading surviving error is thus proportional to $q^2$.

Its coefficient follows from (1). Expansion about a midpoint gives

$$y+y'=2y+\frac{q^2}{4}y_{kk},\qquad
\tan\beta=\frac{q\theta_k}{2}+q^3\left(\frac{\theta_{kkk}}{48}+\frac{\theta_k^3}{24}\right).$$

The static link equals $(q/2)[1-\cos\bar\theta/\cos\beta]$, with $\bar\theta=(\theta+\theta')/2=\theta+q^2\theta_{kk}/8$. Integration by parts, with no boundary terms because the products are periodic, yields

$$Z_N-Z^*=\frac{aq^2}{\pi}\int_0^{2\pi/a}\left[
\frac{\cos\theta\,\theta_k^2}{8}
+\frac{\alpha y}{2}\left(\frac{\theta_{kkk}}6+\frac{\theta_k^3}{12}\right)
\right]dk+O(q^4).$$

In the ionic limit $\theta_k=(t_0a/\Delta)\sin(ka/2)$, $\theta_{kkk}=-a^2\theta_k/4$ and $y=2\sin(ka/2)/\Delta$. The two contributions are proportional to $1/8$ and $-1/6$, leaving $-(t_0/\Delta)^2(qa)^2/24$. For $N=128$ this is $-9\times10^{-6}$, against a computed error of $-6.4\times10^{-6}$.

The central difference is even in $h$, since the numerator is odd, so its leading error is proportional to $h^2$. Equation (3) estimates this as $2.0\times10^{-5}$ at 1 pm; the computed value is $1.2\times10^{-5}$.

To separate the errors, Richardson extrapolation removes the leading term in one variable while the other is varied:

$$Z_{\rm ext}(h)=\frac{4Z(h/2)-Z(h)}3,\qquad
Z_{\rm ext}(N)=\frac{4Z(2N)-Z(N)}3 .$$

The errors below are signed differences from (2), in units of $e$. The mesh column uses $h=1$ and $0.5$ pm; the displacement column uses $N=100$ and 200.

| $N$ | mesh error | $h$ (pm) | displacement error |
|---:|---:|---:|---:|
| 16 | $-4.10\times10^{-4}$ | 8 | $7.70\times10^{-4}$ |
| 32 | $-1.02\times10^{-4}$ | 4 | $1.93\times10^{-4}$ |
| 64 | $-2.55\times10^{-5}$ | 2 | $4.81\times10^{-5}$ |
| 128 | $-6.38\times10^{-6}$ | 1 | $1.20\times10^{-5}$ |

Both errors fall by about four at each refinement. Their signs differ, so they partly cancel at $N=64$, $h=1$ pm. Agreement at one pair of settings can therefore understate the separate errors.

Rounding sets a lower limit on $h$, because a phase error is divided by $h$. At $N=200$ and $h=10^{-4}$ nm the difference from (1) is $1.2\times10^{-7}$, which is still the $h^2$ error. Among three displacements from $10^{-13}$ to $3\times10^{-13}$ nm, the largest difference is $3.7\times10^{-5}$ in double precision. This figure depends on the gauge and origin: with a shifted origin or arbitrary eigenvector phases it is of order $10^{-3}$.

A practical sequence is:

1. Form $W(h)$ and $W(-h)$, and take the phase of their ratio.
2. Double $N$ at least twice at fixed $h$, then halve $h$ at least twice at fixed $N$.
3. If successive changes fall by a factor of about four in each case, extrapolate in both variables.
4. Repeat for the anion. A uniform translation of a neutral cell leaves $p$ unchanged, so the two charges must sum to zero.

At $N=64$ and $h=1$ pm the anion charge is $-2.244723$, opposite to the cation value to the digits shown. In this scheme the sum vanishes identically, because moving B by $+h$ is moving A by $-h$ plus a translation. It is zero at $N=2$, at large $h$, and even with the jump left in ($\mp417.76$). It checks the core charges and the closure relation, not convergence or the branch.

## When the gap is small

With $t_0$ and $a$ fixed, let $\Delta\ll t_0$. Most charge flow then comes from near $k=\pi/a$, where $\sin(ka/2)\simeq1$ and $y\simeq(2/\Delta)\cos\theta$. For such a $y$,

$$(y+y')\tan\beta=\frac{4}{\Delta}\cos\bar\theta\sin\beta
=\int_\theta^{\theta'}y\,d\vartheta .$$

The discrete link equals its integral even if $\theta$ changes greatly across it. This removes the expected need to resolve the narrow gap region in the leading flow term. At $N=32$, equation (1) has relative errors of $-2.1\times10^{-5}$ for a gap of 0.8 eV and $-8\times10^{-7}$ for 0.08 eV. Values this small are special to $\alpha a=4t_0$, where the remaining mesh errors of the static and flow terms nearly cancel. With $t\propto d^{-3}$ the errors are $-2.7\times10^{-4}$ and $-1.6\times10^{-4}$, and with $t\propto d^{-1}$ they are $5.9\times10^{-4}$ and $4.7\times10^{-4}$, still small for a mesh that does not resolve the gap region. The $q^2$ law itself sets in only for $N$ well above $t_0/\Delta$: for the 0.08 eV gap, successive changes fall by 7.7, 7.0, 5.9, 4.8 and 4.2 for doublings starting at $N=8$, 16, 32, 64 and 128, so extrapolation from coarser meshes is not justified.

The displacement is less forgiving. Near the gap, $\Delta$ and $2\alpha u$ act as perpendicular components of one gap vector, at angle $\chi=\arctan(2\alpha u/\Delta)$. As $k$ varies, the direction of the two-level Hamiltonian traces a path on the unit sphere. Rotating the gap vector by $d\chi$ displaces this path by $\cos\theta\,d\chi$. The Berry phase of a two-level state changes by half the area swept, with the sign fixed by (1), so

$$d\phi=-\frac12\int_{-\pi/2}^{\pi/2}\cos\theta\,d\theta\,d\chi=-d\chi .$$

The flow part of the central difference is proportional to $\arctan(2\alpha h/\Delta)/h$, with relative error $-(2\alpha h/\Delta)^2/3$. For $h=2$ pm, $\alpha=11.43$ eV/nm and $\Delta=0.2$ eV this is $-1.7\%$. The computed error of the whole charge, at $N=400$, is $-1.6\%$. The condition is $2\alpha h\ll\Delta$.

## Scale in an oxide barrier

The period and 8 eV gap are roughly those of magnesium oxide, used as a tunnel barrier in magnetic memory. The hopping is a round value, not a fit. The oxide's measured dynamical charge is roughly 2, so the chain is somewhat high. One reason is geometry: in rocksalt each cation has six anion neighbours. In the ionic limit its population per spin rises from $2\tau^2$ to $6\tau^2$, while the longitudinal flow remains $16\tau^2$. The charge becomes $2-12\tau^2+16\tau^2=2+4\tau^2$. A Berry-phase calculation with one cation s and three anion p orbitals, the same $t_0$ and $\Delta$, $64\times8\times8$ k points and $h=1$ pm gives $2.07$.

Two other omissions matter in the chain. Screened exchange adds $V$ times the change in bond order to each hopping. With an optical permittivity of 3, $V=e^2/(4\pi\epsilon_0\cdot3\cdot a/2)=2.29$ eV; a self-consistent mean-field calculation with $V$ held fixed multiplies the flow part by $1.38$ and gives $Z^*=2.37$. Letting $V$ follow the bond length as $1/d$ raises these to $1.55$ and $2.42$. An intersite position matrix element, assumed to be 0.01 nm and to scale as inverse length squared, changes the charge by $0.21$ in magnitude. Held fixed it gives $0.11$, and scaling as inverse length cubed $0.26$. Its sign and true size require the orbitals. At fixed $t_0$ these omissions make the model's charge uncertain by tenths, although its numerical limit is known much more finely. The unfitted hopping matters more: at $t_0=2.45$ eV the chain gives $2.83$ and the rocksalt model $2.21$, and at $3.18$ eV they give $3.23$ and $2.28$. The chain's closeness to the oxide value therefore rests on the choice of $t_0$.

The volume per ion pair is $v=a^3/4=0.01852$ nm$^3$, so a relative displacement of 1 pm gives

$$P=\frac{Z^*e\,(1\ {\rm pm})}{v}=1.94\ \mu{\rm C/cm^2}.$$

In a longitudinal mode this polarisation produces the field $-P/(\epsilon_0\epsilon_\infty)$, which adds to the restoring force. With $\mu$ the reduced mass of the two ions,

$$\omega_{LO}^2=\omega_{TO}^2+\frac{Z^{*2}e^2}{\epsilon_0\epsilon_\infty\mu v}.$$

For a rough transverse energy of 50 meV, masses of 24.3 and 16.0 u and $\epsilon_\infty=3$, the longitudinal energy is 98 meV with the chain charge and 93 meV with the three-dimensional one. Both lie above the oxide's value of roughly 89 meV, and the chain charge implies a static permittivity $\epsilon_\infty\omega_{LO}^2/\omega_{TO}^2=11.5$ against roughly 10. The permittivity of 3 is assumed, not the model's own: with volume $v$ per cell the chain gives $1.80$ at $t_0=1.2$ eV, and it reaches 3 only at $t_0=2.18$ eV, where $Z^*=2.69$ and the longitudinal energy is 113 meV.

At 400 K a harmonic oscillator with the transverse energy and mass $\mu$ has an rms relative displacement of 8.4 pm. Averaging the chain charge over that Gaussian distribution, with all cells displaced alike, raises it by about $0.1\%$. The thermal carrier factor $e^{-2\Delta/2k_BT}$ is $4\times10^{-51}$; defects are not included. At a rough breakdown field of 10 MV/cm the static ionic displacement $Z^*eF/(\mu\omega_{TO}^2)$ is 3.9 pm, and the potential drop per cell is 0.42 eV, small beside the gap; in that field and at that displacement the chain charge changes by less than $10^{-3}$. These are bulk values: open chains of two and three cells, the thickness of a thin barrier, give $2.18$ and $2.20$ per cation. This comparison does not give a tunnelling rate or a device lifetime.
